\section*{Treanor distribution in nitrogen: where its minimum lies and when it fails}

\section{What is conserved, and what is not}

\textbf{Q.} I am told that nitrogen molecules in a nitriding plasma can be vibrationally hot in a cool gas, and that their populations then do not follow a Boltzmann law at any temperature. Why should they not? A gas that exchanges energy in collisions ought to thermalize.

\textbf{A.} It does, but in two stages. Turning a vibrational quantum into translation is slow in nitrogen, because the vibration is fast compared with the duration of a typical collision, so the molecule follows the push of its partner almost adiabatically. Passing a quantum from one molecule to another is much faster, because almost no energy has to be found or disposed of. On intermediate times the gas reaches an equilibrium in which quanta are redistributed but not created or lost.

\textbf{Q.} ``Almost no energy'' is vague. How much?

\textbf{A.} Take the usual anharmonic levels $\omega_e(v+\tfrac12)-\omega_ex_e(v+\tfrac12)^2$, with both constants in energy units, and subtract the value at $v=0$:
\begin{align}
E_v&=\omega_e v-\omega_ex_e(v^2+v)\nonumber\\
&=v(\omega_e-2\omega_ex_e)-\omega_ex_e(v^2-v)\nonumber\\
&=vE_1-d\,v(v-1).
\end{align}
Here $E_1=\omega_e-2\omega_ex_e$ is the first quantum and $d=\omega_ex_e$. The next quantum up from level $v$ is
\begin{align}
E_{v+1}-E_v&=E_1-d\,[(v+1)v-v(v-1)]\nonumber\\
&=E_1-2dv ,
\label{eq:quantum}
\end{align}
so each quantum is smaller than the one below it by $2d$, not by $d$. Now let a molecule in $v+1$ give a quantum to one in $w$:
\begin{equation}
(v+1,\,w)\longrightarrow(v,\,w+1).
\label{eq:exchange}
\end{equation}
The receiver needs $E_1-2dw$ and the donor supplies $E_1-2dv$. The gas must add
\begin{equation}
(E_1-2dw)-(E_1-2dv)=2d(v-w).
\label{eq:defect}
\end{equation}

\textbf{Q.} Give me numbers for nitrogen.

\textbf{A.} I use a potential curve computed with CASSCF, six electrons in six orbitals, in the cc-pVDZ basis, and its levels without rotation. They give $E_1=289.7$ meV and $d=1.827$ meV. The method leaves out most of the dynamical correlation and the basis is small, so these are constants of that level of theory and not measured ones. Their convergence with the basis has not been tested, and $d$ moves by up to about $0.005$ meV, and $v^*$ below by about $0.04$, with the way the curve is fitted. At $T=500$ K, $kT=43.09$ meV. For $w=v$ the partners, in neighbouring levels, merely swap places with no mismatch. The nearest exchange that changes populations, $|v-w|=1$, has a mismatch of $2d=3.65$ meV, which is small beside $kT$; the whole quantum is nearly seven times $kT$.

\section{From collisions to populations}

\textbf{Q.} If the mismatch is so small, why does it matter? I would neglect it and get a Boltzmann law at the vibrational temperature.

\textbf{A.} One mismatch is small, but a molecule reaches level 14 through many exchanges, and the bias adds up. Its size follows from detailed balance. Let $k_+$ and $k_-$ be the rate constants of (\ref{eq:exchange}) and of its reverse, and let $f_v$ be the fraction of molecules in level $v$. In full equilibrium at $T$, $f_v\propto e^{-E_v/kT}$ and every process is balanced by its reverse, $k_+f_{v+1}f_w=k_-f_vf_{w+1}$. Therefore
\begin{align}
\frac{k_+}{k_-}&=\exp\!\left[\frac{E_{v+1}+E_w-E_v-E_{w+1}}{kT}\right]\nonumber\\
&=\exp\!\left[-\frac{2d(v-w)}{kT}\right].
\label{eq:db}
\end{align}
For $v>w$ the forward process takes a quantum from the more excited molecule and is endothermic. The reverse, which sends a quantum upward, is favoured. That is the pumping of high levels.

\textbf{Q.} You derived that ratio in full equilibrium and want to use it where there is none.

\textbf{A.} The rate constants depend on the relative motion and rotation of the partners and on their levels $v$ and $w$, not on how many molecules occupy those levels. I assume that translation and rotation stay thermal at $T$, and that the rotational partition function is the same in every vibrational level. The ratio (\ref{eq:db}) then holds for any vibrational populations.

\textbf{Q.} Then what is the stationary state? There are many coupled rate equations, and a stationary state could have quanta circulating without each exchange being balanced.

\textbf{A.} That can be excluded. Define
\begin{equation}
x_v=\ln f_v+\frac{E_v}{kT},\qquad F=\sum_v f_v x_v .
\end{equation}
Since $\sum_v\dot f_v=0$,
\begin{equation}
\dot F=\sum_v\dot f_v\,(x_v+1)=\sum_v\dot f_v\,x_v .
\end{equation}
Let $a=k_+f_{v+1}f_w$ and $b=k_-f_vf_{w+1}$ be the forward and backward rates of one exchange. Its net rate $a-b$ removes molecules from $v+1$ and $w$ and adds them to $v$ and $w+1$. Its part of $\dot F$ is
\begin{equation}
(a-b)\,(x_v+x_{w+1}-x_{v+1}-x_w).
\end{equation}
From the first line of (\ref{eq:db}),
\begin{align}
\ln\frac ab&=\frac{E_{v+1}+E_w-E_v-E_{w+1}}{kT}+\ln\frac{f_{v+1}f_w}{f_vf_{w+1}}\nonumber\\
&=x_{v+1}+x_w-x_v-x_{w+1}.
\end{align}
So each exchange contributes $-(a-b)\ln(a/b)$. The two factors $a-b$ and $\ln(a/b)$ have the same sign, hence the contribution is never positive, and it vanishes only for $a=b$. In a stationary state $\dot F=0$, so every exchange is balanced separately and no circulation survives.

\textbf{Q.} And what populations does that allow?

\textbf{A.} Balance means $x_{v+1}-x_v=x_{w+1}-x_w$. When all levels are populated, as the definition of $x_v$ requires, the near-resonant exchanges suffice: with $w=v-1$,
\begin{equation}
x_{v+1}-x_v=x_v-x_{v-1},
\end{equation}
so the steps of $x_v$ are all equal and $x_v$ is linear in $v$. Calling the slope $-\gamma$,
\begin{equation}
f_v=C\exp\!\left[-\gamma v-\frac{E_v}{kT}\right].
\label{eq:general}
\end{equation}
The constants $C$ and $\gamma$ are fixed by the two conserved sums, $\sum f_v$ and $\sum vf_v$. There is one such state for given sums on a finite ladder, because $F$ is strictly convex in the $f_v$ and the constraints are linear.

\textbf{Q.} So near-resonance is not what gives the law its shape?

\textbf{A.} No. The shape comes from detailed balance and the conservation of quanta. Near-resonance makes the exchange fast enough to matter.

\textbf{Q.} Where is the vibrational temperature in (\ref{eq:general})?

\textbf{A.} It has to be defined, since one temperature does not describe all levels. Let $N_v$ be the number of molecules in level $v$, and use the two lowest levels: $N_1/N_0=e^{-E_1/kT_1}$. Equation (\ref{eq:general}) gives $N_1/N_0=e^{-\gamma-E_1/kT}$, so
\begin{equation}
\gamma=\frac{E_1}{kT_1}-\frac{E_1}{kT}.
\end{equation}
Insert this and the levels:
\begin{align}
\ln\frac{N_v}{N_0}&=-\frac{vE_1}{kT_1}+\frac{vE_1}{kT}-\frac{vE_1-d\,v(v-1)}{kT}\nonumber\\
&=-\frac{vE_1}{kT_1}+\frac{d\,v(v-1)}{kT}.
\label{eq:treanor}
\end{align}
This is the Treanor distribution. The large quantum $E_1$ is weighed against $T_1$, the small anharmonic term against the gas temperature $T$.

\textbf{Q.} Does it reduce to something I trust?

\textbf{A.} In two limits. For $T_1=T$ the exponent is $-E_v/kT$, the Boltzmann law. For $d\to0$ it is $-vE_1/kT_1$, a Boltzmann law for a harmonic oscillator at $T_1$, whatever the gas temperature. The new behaviour needs both $d\neq0$ and $T_1\neq T$.

\section{The turning point}

\textbf{Q.} The last term of (\ref{eq:treanor}) grows as $v^2$ with a positive sign. Do the populations increase again?

\textbf{A.} In this formula they do. Treat $v$ as continuous and set the derivative to zero:
\begin{equation}
-\frac{E_1}{kT_1}+\frac{d(2v-1)}{kT}=0
\;\Rightarrow\;
v^*=\frac12+\frac{E_1T}{2dT_1}.
\label{eq:vstar}
\end{equation}
The second derivative is $2d/kT>0$, so this is a minimum. To find its depth, write (\ref{eq:vstar}) as $E_1/kT_1+d/kT=2dv^*/kT$. Then
\begin{align}
\ln\frac{N_v}{N_0}&=\frac{d}{kT}\,v^2-\left(\frac{E_1}{kT_1}+\frac{d}{kT}\right)v\nonumber\\
&=\frac{d}{kT}\,(v^2-2v^*v),
\label{eq:square}
\end{align}
which equals $-d\,v^{*2}/kT$ at $v^*$ and returns to zero at $2v^*$.

\textbf{Q.} Levels are integers. Which one is least populated?

\textbf{A.} From (\ref{eq:square}), with $(v+1)^2-v^2=2v+1$,
\begin{equation}
\frac{N_{v+1}}{N_v}=\exp\!\left[\frac{2d}{kT}\left(v+\tfrac12-v^*\right)\right].
\end{equation}
The population falls from $v$ to $v+1$ while $v+\tfrac12<v^*$ and rises afterwards. The least populated level is the integer nearest $v^*$; if $v^*$ is a half-integer, two levels tie.

\textbf{Q.} Put in the nitrogen numbers, with a vibrational temperature of 3000 K.

\textbf{A.}
\begin{equation}
v^*=0.5+\frac{289.69\times500}{2\times1.8269\times3000}=0.5+13.21=13.71 ,
\end{equation}
so level 14 is the lowest. The depth is
\begin{equation}
-\frac{1.8269\times13.714^2}{43.087}=-7.97 ,
\end{equation}
or a population of $3.4\times10^{-4}$ relative to $v=0$. Had I taken $d$ to be the full drop of $3.65$ meV, the same formula would have put the minimum near 7.1. The convention for $d$ matters.

\textbf{Q.} How different is this from a Boltzmann law at 3000 K?

\textbf{A.} With the same quadratic levels and the same $N_1/N_0=0.326$:
\begin{center}
\begin{tabular}{rcc}
$v$ & Treanor $N_v/N_0$ & Boltzmann at $T_1$\\
5 & $8.6\times10^{-3}$ & $4.2\times10^{-3}$\\
10 & $6.2\times10^{-4}$ & $2.6\times10^{-5}$\\
14 & $3.5\times10^{-4}$ & $5.6\times10^{-7}$\\
20 & $1.8\times10^{-3}$ & $2.7\times10^{-9}$
\end{tabular}
\end{center}
A factor of 2 at level 5 becomes a factor of about 600 at level 14.

\textbf{Q.} Can I describe that by a temperature that depends on the level?

\textbf{A.} Yes, pair by pair. Define $T_{v}$ by $N_{v+1}/N_v=\exp[-(E_1-2dv)/kT_{v}]$. Equation (\ref{eq:treanor}) gives $\ln(N_{v+1}/N_v)=-E_1/kT_1+2dv/kT$, hence
\begin{equation}
T_{v}=\frac{E_1-2dv}{E_1/T_1-2dv/T}.
\end{equation}
For the pair $5,6$ this is $271.4/(0.09656-0.03654)\approx4500$ K, already well above $T_1$. The denominator vanishes at $v=v^*-\tfrac12$, so the pair temperature diverges there and is negative beyond, which is the usual sign of an inversion.

\textbf{Q.} The formula for $v^*$ gives a number for any temperatures. Is there always a minimum?

\textbf{A.} No, the level must exist. For any ladder, (\ref{eq:general}) with $\gamma$ inserted gives
\begin{equation}
\ln\frac{N_{v+1}}{N_v}=-\frac{E_1}{kT_1}+\frac{E_1-(E_{v+1}-E_v)}{kT},
\end{equation}
and this changes sign where
\begin{equation}
E_{v+1}-E_v=E_1\left(1-\frac{T}{T_1}\right).
\label{eq:local}
\end{equation}
The quantum must have shrunk by the fraction $T/T_1$ before the bound levels run out. For $T_1\le T$ the right side is not positive and there is no minimum. As $T_1$ approaches $T$ from above, the required quantum tends to zero and the minimum moves to the top of the ladder, where the quadratic law cannot be trusted. A useful $v^*$ needs $T_1$ well above $T$.

\textbf{Q.} Is the quadratic law good enough at level 14?

\textbf{A.} Condition (\ref{eq:local}) answers that, since it needs no formula for the levels. The required quantum is $289.69\times\tfrac56=241.4$ meV. I assign each computed quantum to the midpoint $v+\tfrac12$ and interpolate linearly; for quadratic levels this reproduces (\ref{eq:vstar}). The computed levels give $v^*=13.38$ instead of 13.71, and the least populated level is 13 instead of 14. Level 20 lies at 5079 meV, against 5100 meV from the quadratic law. These departures belong to the computed curve; the tabulated spectroscopic constants of N$_2$ give smaller ones, about 13.9 against 14.0 for $v^*$, level 14 in both cases, and about 7 meV at level 20. The curve's own constants matter as much: $v^*-\tfrac12$ is proportional to $E_1/d$, so a $d$ larger by 5 per cent would lower $v^*$ by about 0.6. Even the first decimal of $v^*$ therefore belongs to the model, not to nitrogen.

\section{Does the gas get there?}

\textbf{Q.} You have shown what a stationary state must look like. I would like to see rate equations arrive at it.

\textbf{A.} I took a closed ladder of quadratic levels from 0 to 24, started from a Boltzmann law at 3000 K, and let the exchanges act at $T=500$ K. Their rates were proportional to $(v+1)(w+1)e^{-0.3|v-w|}$, with the factor of (\ref{eq:db}) on the endothermic direction. The final state has $T_1=2675$ K. A parabola through $\ln f$ at the lowest level and its two neighbours has its minimum at 15.32, and (\ref{eq:vstar}) with that $T_1$ also gives 15.32. With only the exchanges $|v-w|\le1$ allowed, the final state has the same $T_1$ and the same minimum to the digits given.

\textbf{Q.} Why did $T_1$ drop, if no quanta were lost?

\textbf{A.} The mean number of quanta is fixed, not $T_1$. By (\ref{eq:square}) the final population of level 24 is $\exp[0.0424\,(576-735.4)]\approx1.2\times10^{-3}$ of $N_0$; in the initial Boltzmann law it was about $10^{-10}$. Quanta now held by higher levels are missing from the lowest ones. The rising branch is only part of the cause: a ladder cut at level 15 already ends at $T_1=2780$ K, about two thirds of the fall, and one cut at level 30 ends at 2380 K. This also shows a weakness of the formula: its rising branch makes the sums depend on where the ladder is cut off, and for a quadratic ladder without end they would diverge.

\textbf{Q.} That was an unlimited wait in a box without losses. What happens in a reactor?

\textbf{A.} Consider gas flowing from a remote nitrogen plasma to a surface to be nitrided, at 5 Torr and 500 K, for 10 ms. All inputs are rough. A rate constant of $3\times10^{-14}$ cm$^3$/s for the exchange $(1,0)\to(0,1)$ and a density of $9.7\times10^{16}$ cm$^{-3}$ give $2.9\times10^3$ s$^{-1}$, or 29 such exchanges in that time for a quantum passed among molecules otherwise in $v=0$. Loss at the wall of a tube of 2.5 cm radius, with a deactivation probability of $10^{-3}$, takes place at about 10 s$^{-1}$; in the model a deactivated molecule goes to $v=0$ from any level. Conversion to translation by N$_2$ and by 1 per cent of N atoms runs at 0.1 s$^{-1}$ from $v=1$ and 1.8 s$^{-1}$ from $v=14$. The rate for N atoms is taken proportional to $v$; a steeper growth would deplete the high levels further.

\textbf{Q.} Exchange wins by a factor of nearly 300 over the wall. So the Treanor law should hold?

\textbf{A.} For the lower levels, yes; for the rising branch, no. I followed quadratic levels 0 to 40 from a Boltzmann law at 3000 K, once without and once with these losses. After 10 ms $T_1$ is 2786 K and 2645 K. The ratio of each population to the Treanor value at the gas's own $T_1$ is
\begin{center}
\begin{tabular}{rcc}
$v$ & no losses & with losses\\
5 & 1.00 & 1.03\\
10 & 0.91 & 1.10\\
14 & 0.42 & 0.67\\
20 & $6\times10^{-4}$ & $1\times10^{-3}$\\
25 & $1\times10^{-8}$ & $4\times10^{-8}$
\end{tabular}
\end{center}
In both runs the least populated level is the top one, 40, so the formal minimum near 15 is not the lowest point of the distribution.

\textbf{Q.} The losses seem to improve the agreement at high levels. That looks wrong.

\textbf{A.} The two columns have different reference laws. At $v=25$ the lower $T_1$ reduces the Treanor value by $\exp[-25(E_1/k)(1/2645-1/2786)]\approx0.20$. The ratio is 3.5 times larger, so $N_{25}/N_0$ itself is $0.20\times3.5\approx0.7$ of its value without losses. Losses do lower the tail. But the rising branch is already absent without them, so within these 10 ms the lack of time is enough to suppress it. More time does not simply complete the Treanor branch. Without losses a rise first appears between 0.1 and 0.3 s, longer than the wall lifetime of about 0.1 s. With losses and no source a local rise does appear, near level 14 after about 0.05 s, but by then $T_1$ has fallen to about 2150 K, for which (\ref{eq:vstar}) puts the minimum near 19. If $T_1$ is held at 3000 K by a source on the two lowest levels, the same losses give a steady state that falls at every level, flattening into a plateau, with level 20 at about 7 per cent of the Treanor value. Why some ratios with losses lie slightly above one I have not investigated.

\textbf{Q.} What would you then tell someone who runs such a process?

\textbf{A.} Pressures of a few Torr and gas temperatures of several hundred kelvin are reasonable for a remote source. A $T_1$ of 3000 K is a rough value for gas leaving an active discharge. Two things go wrong if the formula is used with the entering $T_1$: $T_1$ itself falls, and at high levels the exchange is not completed. Formula (\ref{eq:treanor}) at 3000 K gives $N_{14}/N_0=3.5\times10^{-4}$; the run with losses gives about $3\times10^{-5}$, lower by a factor of about 12, of which about 8 comes from the fall of $T_1$ to 2645 K and 1.5 from the incomplete exchange. At level 20 the formula is too high by a factor of order $10^4$, mostly from the incomplete exchange. That figure belongs to the Boltzmann start and the rough rates. Gas that enters with its high levels already pumped gives a factor of about 15 if it starts from the steady state above, and about 8 if it starts from the Treanor law with a plateau beyond level 14. From the Boltzmann start, a threefold change of the exchange rate moves $N_{20}/N_0$ by one to two orders of magnitude; from the steady state above it hardly moves it. The ratio at level 10 stays within about 25 per cent of one in these cases, except that a pumped start with a threefold slower exchange raises it to 1.4; at level 5 it stays within 10 per cent. Under these conditions I would use the formula up to about level 10, to that accuracy and with the local $T_1$, and read $v^*$ as a warning mark. At 10 mTorr and the same temperature the exchange rate falls to about 6 s$^{-1}$, below the wall rate, and the derivation loses its basis.

\textbf{Q.} You kept the gas at 500 K throughout, although the upward exchanges release heat.

\textbf{A.} In the run without losses that heat, shared over a heat capacity of $\tfrac72k$ per molecule, would warm the gas by 0.9 K, which is negligible here. Quanta converted by collisions would add to it. I have also left out electron impact downstream, dissociation, jumps of several quanta and the coupling of rotation to vibration, and I have not sized them. The remaining figures are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Curve interpolation error: 0.0535 meV
First quantum E1: 289.69 meV
Anharmonicity d: 1.8269 meV
Gas temperature T: 500 K; T1: 3000 K
kT: 43.087 meV; kT1: 258.52 meV
Minimum v*: 13.714; nearest level: 14
Depth ln(N/N0) at v*: -7.975
Formal return to N0 at v: 27.43
v, Treanor N_v/N_0, Boltzmann at T1 (quadratic levels):
   1  3.261e-01  3.261e-01
   5  8.610e-03  4.247e-03
  10  6.176e-04  2.568e-05
  14  3.453e-04  5.564e-07
  20  1.838e-03  2.711e-09
Local quantum at minimum: 241.41 meV
v* from computed levels: 13.381
Least populated, computed levels: 13
Level 20, computed: 5079.4 meV
Level 20, quadratic: 5099.6 meV
Closed kinetic test, levels 0 to 24, start at T1:
  all exchanges: final T1 2674.9 K, lowest level 15
    vertex 15.3200, formula 15.3200, depth -9.9516
  |v-w|<=1 only: final T1 2674.9 K, lowest level 15
    vertex 15.3200, formula 15.3200, depth -9.9516
Pressure: 5 Torr; density 9.656e+16 cm^-3
Rough k: VV 3e-14, VT by N 1e-16, VT by N2 3e-21 cm^3/s
Rough N fraction 0.01, wall probability 0.001
Tube radius 2.5 cm; diffusion 76.0 cm^2/s
Rate decay per level 0.3; VT growth per level 0.36
Exchange rate (1,0)->(0,1): 2.897e+03 s^-1
Wall loss rate: 10.47 s^-1
VT rate at v=1: 0.097 s^-1
VT rate at v=14: 1.789; v=25: 43.36 s^-1
Downstream time: 10 ms; ladder 0 to 40
Change of ln f on halving time steps: 0.0244
  no losses: T1 2786.0 K, v* 14.73, lowest level 40
  with losses: T1 2644.8 K, v* 15.49, lowest level 40
v, population/Treanor at own T1: no losses, with losses:
   2  9.999e-01  1.003e+00
   5  9.982e-01  1.026e+00
  10  9.109e-01  1.102e+00
  14  4.243e-01  6.686e-01
  20  6.234e-04  1.147e-03
  25  1.008e-08  3.536e-08
Gas heating by exchange alone: 0.90 K
\end{verbatim}
